# Area scaling of oxide breakdown: why Weibull persists and lognormal does not: a numerical check

```python
"""Weakest-link area scaling of oxide breakdown.
Result under test: an oxide n times larger survives with S_n(t) = S(t)**n.
A Weibull law S = exp(-(t/eta)**beta) stays Weibull with the same beta and
scale eta*n**(-1/beta); a lognormal law does not stay lognormal.
Symbols: F = 1-S failed fraction, W = ln(-ln S), z = (ln t - mu)/sigma,
mu and sigma = mean and standard deviation of ln t, n = area ratio.
All material parameters are rough typical values for a 2 nm gate oxide."""
import numpy as np
from scipy import constants, stats
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import log_ndtr, ndtr, ndtri

rng = np.random.default_rng(12345)

# ---------------- example parameters ----------------
beta, eta = 1.3, 1000.0               # Weibull slope; scale in s
area_test, area_chip = 1e-4, 0.1      # cm2
n = area_chip / area_test
F_target = 1e-4                       # allowed failed fraction of products
sample_size = 50
V_stress, t_ox = 2.9, 2.0             # V, nm
m_volt = 40.0                         # lifetime ~ V**(-m_volt)
leak, R_series = 10.0, 10.0           # A/cm2 at stress, ohm
E_act, T_stress, dT = 0.6, 398.15, 2.0   # eV, K, K
d_tox = 0.02                          # nm, chip-to-chip standard deviation
d_beta = 0.1


def reference_fraction(F, ratio):
    """Failed fraction at test area when fraction F fails at ratio*area."""
    return -np.expm1(np.log1p(-F) / ratio)


def weibull_time(F, ratio, slope=beta):
    return eta * (-np.log1p(-F) / ratio) ** (1 / slope)


# ---------------- lognormal with equal mean and spread of ln t -------------
mu = np.log(eta) - np.euler_gamma / beta
sigma = np.pi / (np.sqrt(6) * beta)


def log_density(y):
    """Density of y = ln(t/eta) for the Weibull law."""
    return beta * np.exp(beta * y - np.exp(beta * y))


mean_y = quad(lambda y: y * log_density(y), -30, 5, limit=200)[0]
var_y = quad(lambda y: (y - mean_y) ** 2 * log_density(y), -30, 5,
             limit=200)[0]
assert abs(mean_y + np.log(eta) - mu) < 1e-6
assert abs(np.sqrt(var_y) - sigma) < 1e-6


def lognormal_time(F, ratio):
    return np.exp(mu + sigma * ndtri(reference_fraction(F, ratio)))


x_grid = np.linspace(mu - 8 * sigma, mu + 8 * sigma, 8001)
F_weib = -np.expm1(-np.exp(beta * (x_grid - np.log(eta))))
max_gap = np.max(np.abs(F_weib - ndtr((x_grid - mu) / sigma)))
noise_gap = stats.kstwo.ppf(0.95, sample_size)
assert max_gap < noise_gap

# ---------------- Weibull closure: minima of independent parts -------------
parts, trials = 100, 20000
minima = eta * rng.weibull(beta, (trials, parts)).min(axis=1)
eta_parts = eta * parts ** (-1 / beta)
ks_weibull = stats.kstest(
    minima, lambda t: -np.expm1(-(t / eta_parts) ** beta)).statistic
assert ks_weibull < 0.015             # sampling noise of 20000 trials

# ---------------- lognormal minima against the quantile formula ------------
log_minima = np.concatenate(
    [rng.standard_normal((500, int(round(n)))).min(axis=1) for _ in range(8)])
z_median = ndtri(reference_fraction(0.5, n))
assert abs(np.median(log_minima) - z_median) < 0.04   # sampling noise

# ---------------- the scaled lognormal is bent on a probit plot ------------
z10, z90 = ndtri(reference_fraction(np.array([0.1, 0.9]), n))
unit = ndtri(0.9)
sigma_low = sigma * (z_median - z10) / unit
sigma_high = sigma * (z90 - z_median) / unit
assert sigma_low > 1.2 * sigma_high

# lognormal redrawn through the 10 % and 90 % points of the product
center, stretch = (z10 + z90) / 2, (z90 - z10) / (2 * unit)
t_redrawn = np.exp(mu + sigma * (center + stretch * ndtri(F_target)))
z_cross = center / (1 - stretch)
F_cross_test = ndtr(z_cross)
F_cross_redrawn = ndtr((z_cross - center) / stretch)
F_cross_needed = -np.expm1(n * np.log1p(-F_cross_test))
assert abs(F_cross_redrawn / F_cross_test - 1) < 1e-8
assert F_cross_needed > 100 * F_cross_redrawn

# ---------------- equal sigma: a shift fails in the early tail -------------
shift = -z_median                     # makes the medians agree
for z in (-6.0, -10.0, -20.0):
    rise = log_ndtr(z + shift) - log_ndtr(z)
    assert rise >= shift * (abs(z) - shift)
    assert rise > np.log(n)
rise_10 = log_ndtr(-10.0 + shift) - log_ndtr(-10.0)


# ---------------- local Weibull slope of the lognormal ---------------------
def local_slope(z):
    """dW/d ln t from the normal density and survival."""
    surv = ndtr(-z)
    return stats.norm.pdf(z) / (sigma * surv * -np.log1p(-ndtr(z)))


def weibull_ordinate(z):
    return np.log(-np.log1p(-ndtr(z)))


z_target = ndtri(reference_fraction(F_target, n))
step = 1e-3
for z in (0.0, z_median, z_target):
    numeric = (weibull_ordinate(z + step) - weibull_ordinate(z - step)) \
        / (2 * step * sigma)
    assert abs(numeric / local_slope(z) - 1) < 1e-5

# ---------------- one area ratio does not single out Weibull ---------------
ripple = 0.2


def rippled(x):
    return beta * x + ripple * np.sin(2 * np.pi * beta * x / np.log(10))


def shift_spread(ratio):
    """Range of horizontal shifts that reproduce the area change."""
    shifts = [brentq(lambda s: rippled(x + s) - rippled(x) - np.log(ratio),
                     0, 5, xtol=1e-13) for x in np.linspace(0, 2, 41)]
    return max(shifts) - min(shifts)


spread_10, spread_2 = shift_spread(10), shift_spread(2)
assert np.all(np.diff(rippled(np.linspace(0, 4, 2001))) > 0)
assert spread_10 < 1e-9 and spread_2 > 0.05

# ---------------- column model: k defective sites break a column -----------
k_sites = 2
alpha = beta / k_sites


def column_lifetimes(columns, devices=4000, batch=250):
    """First broken column; a site is defective with 1-exp(-t**alpha)."""
    out = []
    for _ in range(devices // batch):
        sites = rng.standard_exponential((batch, columns, k_sites))
        out.append(sites.max(axis=2).min(axis=1))
    return np.concatenate(out) ** (1 / alpha)


small, large = column_lifetimes(400), column_lifetimes(1600)
column_ratio = np.median(small) / np.median(large)
q10, q90 = np.quantile(large, [0.1, 0.9])
column_slope = np.log(np.log(0.1) / np.log(0.9)) / np.log(q90 / q10)
assert abs(np.log(column_ratio) - np.log(4) / beta) < 0.12  # noise, finite size
assert abs(column_slope - beta) < 0.12                      # same reasons

# ---------------- neglected effects ----------------
# thickness shared by a whole chip: common random factor on its lifetime
s_chip = m_volt * d_tox / t_ox
nodes, weights = np.polynomial.hermite_e.hermegauss(80)
weights = weights / weights.sum()


def mixed_fraction(t):
    scale = eta * np.exp(s_chip * nodes)
    return np.sum(weights * -np.expm1(-n * (t / scale) ** beta))


t_weib = weibull_time(F_target, n)
t_mixed = np.exp(brentq(lambda x: np.log(mixed_fraction(np.exp(x)) / F_target),
                        np.log(t_weib) - 3, np.log(t_weib) + 3))
thick_factor = t_mixed / t_weib
assert abs(thick_factor / np.exp(-beta * s_chip ** 2 / 2) - 1) < 1e-3
# the area shift survives a shared factor (direct simulation)
single = eta * rng.weibull(beta, trials) \
    * np.exp(s_chip * rng.standard_normal(trials))
shared = minima * np.exp(s_chip * rng.standard_normal(trials))
shared_shift = np.log(np.median(single) / np.median(shared))
assert abs(shared_shift - np.log(parts) / beta) < 0.06      # sampling noise

drop = leak * area_test * R_series    # V
drop_factor = (1 - drop / V_stress) ** (-m_volt)
drop_factor_10 = (1 - 10 * drop / V_stress) ** (-m_volt)
k_eV = constants.k / constants.e
temp_factor = np.exp(E_act / k_eV * (1 / T_stress - 1 / (T_stress + dT)))
slope_factor = weibull_time(F_target, n, beta - d_beta) / t_weib

t_logn = lognormal_time(F_target, n)
ratio_models = t_logn / t_weib
assert ratio_models > 10 / slope_factor   # gap exceeds the slope error

# ---------------- output ----------------
print(f"Weibull slope beta = {beta}, scale eta = {eta:.0f} s")
print(f"test area = {area_test:.0e} cm2, product area = {area_chip} cm2")
print(f"area ratio n = {n:.0f}, ln n = {np.log(n):.3f}")
print(f"oxide = {t_ox} nm, stress = {V_stress} V")
print(f"nominal field V/t_ox = {V_stress / t_ox * 10:.1f} MV/cm")
print(f"matched lognormal: mu = {mu:.4f} (t in s), sigma = {sigma:.4f}")
print(f"lognormal median at test area = {np.exp(mu):.1f} s")
print(f"Weibull median at test area = {weibull_time(0.5, 1):.1f} s")
print(f"largest gap of the two F(t) at test area = {max_gap:.4f}")
print(f"95 % sampling gap, {sample_size} devices, known law = {noise_gap:.3f}")
print(f"Weibull scale at product area = {eta * n ** (-1 / beta):.3f} s")
print(f"product median: Weibull = {weibull_time(0.5, n):.3f} s")
print(f"product median: scaled lognormal = {lognormal_time(0.5, n):.2f} s")
print(f"product failed-fraction target = {F_target:.0e}")
print(f"same target at test area = {reference_fraction(F_target, n):.4e}")
print(f"z of that fraction = {z_target:.4f}")
print(f"time to target: Weibull = {t_weib:.3e} s")
print(f"time to target: scaled lognormal = {t_logn:.3f} s")
print(f"ratio lognormal/Weibull = {ratio_models:.0f}")
print(f"voltage exponent = {m_volt:.0f}")
print(f"voltage factor worth that ratio = {ratio_models**(1/m_volt):.3f}")
print(f"scaled lognormal, sigma from 10-50 % = {sigma_low:.4f}")
print(f"scaled lognormal, sigma from 50-90 % = {sigma_high:.4f}")
print(f"redrawn lognormal sigma = {sigma * stretch:.4f}")
print(f"redrawn lognormal, time to target = {t_redrawn:.3f} s")
print(f"crossing of probit lines: z = {z_cross:.3f}")
print(f"F on both lines at crossing = {F_cross_test:.3e}")
print(f"F demanded by weakest link there = {F_cross_needed:.3e}")
print(f"median-matching shift d = {shift:.4f}")
print(f"ln[Phi(z+d)/Phi(z)] at z=-10 = {rise_10:.2f}")
print(f"lognormal local slope, test median = {local_slope(0.0):.3f}")
print(f"lognormal local slope, product median = {local_slope(z_median):.3f}")
print(f"lognormal local slope, product target = {local_slope(z_target):.3f}")
print(f"simulated Weibull minima, {parts} parts: CDF gap = {ks_weibull:.4f}")
print(f"ripple amplitude {ripple}: ln t shift spread, n=10: {spread_10:.1e}")
print(f"ripple: ln t shift spread, n=2: {spread_2:.3f}")
print(f"column model: k = {k_sites}, alpha = {alpha}, 400 and 1600 columns")
print(f"column median ratio = {column_ratio:.3f}, law {4**(1/beta):.3f}")
print(f"column model slope, 1600 columns = {column_slope:.3f}")
print(f"slope lower by {d_beta}: target time factor = {slope_factor:.3f}")
print(f"chip thickness sd {d_tox} nm: ln-lifetime sd = {s_chip:.2f}")
print(f"thickness: target time factor = {thick_factor:.3f}")
print(f"shared factor, {parts} parts: ln t shift = {shared_shift:.3f}")
print(f"law ln({parts})/beta = {np.log(parts) / beta:.3f}")
print(f"leakage = {leak:.0f} A/cm2, series R = {R_series:.0f} ohm")
print(f"drop at test area = {drop*1e3:.0f} mV, time x {drop_factor:.3f}")
print(f"drop at 10x area = {drop*1e4:.0f} mV, time x {drop_factor_10:.2f}")
print(f"weakest-link time divisor at 10x area = {10 ** (1 / beta):.2f}")
print(f"nominal drop at product area = {leak*area_chip*R_series:.1f} V")
print(f"E_act = {E_act} eV, T = {T_stress} K, offset = {dT:.0f} K")
print(f"lifetime divisor from temperature offset = {temp_factor:.3f}")
print("OK")
```

Output:

```
Weibull slope beta = 1.3, scale eta = 1000 s
test area = 1e-04 cm2, product area = 0.1 cm2
area ratio n = 1000, ln n = 6.908
oxide = 2.0 nm, stress = 2.9 V
nominal field V/t_ox = 14.5 MV/cm
matched lognormal: mu = 6.4637 (t in s), sigma = 0.9866
lognormal median at test area = 641.5 s
Weibull median at test area = 754.3 s
largest gap of the two F(t) at test area = 0.0707
95 % sampling gap, 50 devices, known law = 0.188
Weibull scale at product area = 4.924 s
product median: Weibull = 3.714 s
product median: scaled lognormal = 27.36 s
product failed-fraction target = 1e-04
same target at test area = 1.0000e-07
z of that fraction = -5.1993
time to target: Weibull = 4.125e-03 s
time to target: scaled lognormal = 3.797 s
ratio lognormal/Weibull = 921
voltage exponent = 40
voltage factor worth that ratio = 1.186
scaled lognormal, sigma from 10-50 % = 0.3912
scaled lognormal, sigma from 50-90 % = 0.2801
redrawn lognormal sigma = 0.3357
redrawn lognormal, time to target = 7.312 s
crossing of probit lines: z = -4.956
F on both lines at crossing = 3.600e-07
F demanded by weakest link there = 3.599e-04
median-matching shift d = 3.1976
ln[Phi(z+d)/Phi(z)] at z=-10 = 27.24
lognormal local slope, test median = 1.167
lognormal local slope, product median = 3.516
lognormal local slope, product target = 5.453
simulated Weibull minima, 100 parts: CDF gap = 0.0102
ripple amplitude 0.2: ln t shift spread, n=10: 2.8e-14
ripple: ln t shift spread, n=2: 0.486
column model: k = 2, alpha = 0.65, 400 and 1600 columns
column median ratio = 2.935, law 2.905
column model slope, 1600 columns = 1.295
slope lower by 0.1: target time factor = 0.356
chip thickness sd 0.02 nm: ln-lifetime sd = 0.40
thickness: target time factor = 0.901
shared factor, 100 parts: ln t shift = 3.564
law ln(100)/beta = 3.542
leakage = 10 A/cm2, series R = 10 ohm
drop at test area = 10 mV, time x 1.148
drop at 10x area = 100 mV, time x 4.07
weakest-link time divisor at 10x area = 5.88
nominal drop at product area = 10.0 V
E_act = 0.6 eV, T = 398.15 K, offset = 2 K
lifetime divisor from temperature offset = 1.091
OK
```
